# Crystal-field feedback in two nonmagnetic Kanamori orbitals: the U = 5J threshold

**Q.** Suppose a correlated-oxide switch is meant to rely on interactions to magnify a small orbital splitting. But electrons repel each other. If one orbital fills more than the other, why should repulsion not simply push the charge back?

**A.** Repulsion acts both within an orbital and between orbitals, and the two effects compete. To compare them, take one site with orbitals \(m=1,2\) and the Kanamori interaction

\[
\begin{aligned}
H_{\rm int}={}&U\sum_m n_{m\uparrow}n_{m\downarrow}
+U'\sum_{m\ne m'}n_{m\uparrow}n_{m'\downarrow}
+(U'-J)\sum_\sigma n_{1\sigma}n_{2\sigma}\\
&-J\sum_{m\ne m'}d^\dagger_{m\uparrow}d_{m\downarrow}d^\dagger_{m'\downarrow}d_{m'\uparrow}
+J\sum_{m\ne m'}d^\dagger_{m\uparrow}d^\dagger_{m\downarrow}d_{m'\downarrow}d_{m'\uparrow}.
\end{aligned}
\]

Here \(U\) is the repulsion in one orbital, \(U'\) that between orbitals, and \(J>0\) the exchange energy. The last two terms are spin flip and pair hopping. The crystal field puts orbital 1 at \(-\Delta/2\) and orbital 2 at \(+\Delta/2\), with \(\Delta>0\).

**Q.** Hartree-Fock theory replaces products of operators by averages. What becomes of the last two terms?

**A.** Assume a uniform, nonmagnetic state without on-site orbital mixing:

\[
\langle d^\dagger_{m\sigma}d_{m'\sigma'}\rangle=\delta_{mm'}\delta_{\sigma\sigma'}\,n_m/2 ,
\]

where \(n_m\) counts both spins. Wick's theorem gives

\[
\begin{aligned}
\langle d^\dagger_{1\uparrow}d_{1\downarrow}d^\dagger_{2\downarrow}d_{2\uparrow}\rangle
={}&\langle d^\dagger_{1\uparrow}d_{1\downarrow}\rangle\langle d^\dagger_{2\downarrow}d_{2\uparrow}\rangle
+\langle d^\dagger_{1\uparrow}d_{2\uparrow}\rangle\langle d_{1\downarrow}d^\dagger_{2\downarrow}\rangle,\\
\langle d^\dagger_{1\uparrow}d^\dagger_{1\downarrow}d_{2\downarrow}d_{2\uparrow}\rangle
={}&\langle d^\dagger_{1\uparrow}d_{2\uparrow}\rangle\langle d^\dagger_{1\downarrow}d_{2\downarrow}\rangle
-\langle d^\dagger_{1\uparrow}d_{2\downarrow}\rangle\langle d^\dagger_{1\downarrow}d_{2\uparrow}\rangle .
\end{aligned}
\]

Every product contains spin or orbital mixing, so both averages vanish. They are quadratic in the mixing, so their first derivatives vanish too and they add no potential.

In the density terms each spin carries \(n_m/2\). The \(U'\) sum has two terms, and so has the equal-spin sum. Hence

\[
\begin{aligned}
E&=\frac U4(n_1^2+n_2^2)+\frac{U'}2n_1n_2+\frac{U'-J}2n_1n_2\\
&=\frac U4(n_1^2+n_2^2)+\frac{2U'-J}{2}n_1n_2 .
\end{aligned}
\]

**Q.** That leaves three parameters. Where does a criterion in \(U\) and \(J\) alone come from?

**A.** From symmetry. Define the filling \(n=n_1+n_2\) and the polarization \(p=n_1-n_2\). Then

\[
n_1^2+n_2^2=\frac{n^2+p^2}{2},\qquad n_1n_2=\frac{n^2-p^2}{4},
\]

and the part of \(E\) that depends on \(p\) is

\[
E_p=\left(\frac U8-\frac{2U'-J}{8}\right)p^2=\frac{U+J-2U'}8\,p^2 .
\]

Now rotate the two real orbitals by 45 degrees. The same charge cloud then has equal occupations and a real mixing \(c=\langle d^\dagger_{1\sigma}d_{2\sigma}\rangle\) of size \(p/4\) for each spin. Its energy has three parts:

- Equal-spin exchange gives \(-2(U'-J)c^2\), one term for each spin.
- The spin-flip average is \(c\,\langle d_{1\downarrow}d^\dagger_{2\downarrow}\rangle=-c^2\). Two such terms, multiplied by \(-J\), give \(+2Jc^2\).
- Pair hopping gives \(+2Jc^2\).

The sum is

\[
E_c=(6J-2U')c^2=\frac{3J-U'}8\,p^2 .
\]

If the interaction does not change under orbital rotation, \(E_c=E_p\), so

\[
U+J-2U'=3J-U'\quad\Longrightarrow\quad U'=U-2J .
\]

**Q.** A crystal is not invariant under arbitrary orbital rotations. Is this legitimate for d electrons?

**A.** For an \(e_g\) doublet in a cubic environment it is. A threefold rotation of the cube turns the vector \((p,4c)\) by 120 degrees, and a quadratic energy of a two-component vector with threefold symmetry must be isotropic. That is the equality just used. The small crystal field sits in the one-electron levels and its effect on the interaction parameters is neglected. If \(U'\) is independent, the factor \(U-5J\) in the polarization energy and in the feedback equation below becomes \(2U'-U-J\); other expressions that use \(U'=U-2J\) must be rederived.

With the symmetric relation,

\[
E=\frac{3U-5J}{8}n^2-\frac{U-5J}{8}p^2 .
\]

For \(U>5J\) the interaction energy falls when the orbitals become unequally filled.

**Q.** An energy is not yet a level splitting. How does it act on the electrons?

**A.** The Hartree-Fock potential is \(V_m=\partial E/\partial n_m\):

\[
V_1=\frac U2n_1+\left(U-\frac{5J}{2}\right)n_2,\qquad
V_2=\frac U2n_2+\left(U-\frac{5J}{2}\right)n_1 .
\]

An electron meets only half the charge of its own orbital, that of opposite spin, at cost \(U\). It meets all the charge of the other orbital, at average cost \(U-5J/2\) per electron. These costs, \(U/2\) and \(U-5J/2\), are equal at \(U=5J\). Subtraction gives

\[
V_2-V_1=\left(U-\frac{5J}{2}-\frac U2\right)(n_1-n_2)=\frac{U-5J}{2}\,p .
\]

The effective splitting \(D\) is the bare splitting plus this difference. The polarization in turn is the response of the bands to \(D\), so

\[
\boxed{D=\Delta+\frac{U-5J}{2}\,p(D)} .
\]

The potential common to both orbitals only shifts the chemical potential, because \(n\) is fixed.

**Q.** You have assumed that the lower orbital holds more electrons. Could band structure reverse that?

**A.** Not if the bands are balanced at zero splitting, \(p(0)=0\), as cubic symmetry ensures. A strained film need not meet this condition, a limit taken up at the end. The band Hamiltonian contains \((D/2)(n_2-n_1)\) on each site. At fixed filling its free energy \(F(D)\) is the minimum, over trial states, of expressions linear in \(D\). A minimum of linear functions is concave, so

\[
\frac{dF}{dD}=-\frac p2,\qquad \frac{d^2F}{dD^2}\le0
\quad\Longrightarrow\quad \frac{dp}{dD}\ge0 .
\]

Thus \(p\) has the sign of \(D\). I also assume \(dp/dD>0\) at \(D=0\), as in a partly filled band; then \(p\) is nonzero whenever \(D\) is.

Three cases follow.

- **\(U<5J\).** A solution with \(D\le0\) would have \(p\le0\). The feedback term would then be nonnegative and \(D\ge\Delta>0\), a contradiction. So \(D>0\), \(p>0\), and \(0<D<\Delta\).
- **\(U=5J\).** The feedback vanishes and \(D=\Delta\).
- **\(U>5J\).** Follow the solution from zero feedback, where \(D=\Delta\). It cannot cross \(D=0\), since the equation there would read \(0=\Delta\). So \(D\) and \(p\) stay positive, and \(D>\Delta\).

Within this theory, and with balanced bands, enhancement therefore requires \(U>5J\).

**Q.** By how much is a small splitting enhanced?

**A.** Put \(p\simeq\chi D\), with \(\chi=dp/dD\) at \(D=0\), and collect the terms in \(D\):

\[
D\left[1-\frac{U-5J}{2}\chi\right]=\Delta
\quad\Longrightarrow\quad
\frac D\Delta=\frac{1}{1-\frac12(U-5J)\chi}.
\]

This holds while the bracket is positive and \(D\) stays in the linear range. In the opposite limit, when orbital 2 is empty, \(p=n\) and \(D=\Delta+(U-5J)n/2\). The feedback has then saturated, and a further increase of \(\Delta\) raises \(D\) one for one.

**Q.** What sets \(\chi\)?

**A.** Take two equal bands with no hopping between different orbitals, shifted rigidly by \(\mp D/2\). Let \(N_m\) be the thermally averaged density of states of orbital \(m\) at the chemical potential \(\mu\), for both spins. Then

\[
dn_1=N_1\left(d\mu+\frac{dD}{2}\right),\qquad
dn_2=N_2\left(d\mu-\frac{dD}{2}\right).
\]

Fixed filling, \(dn_1+dn_2=0\), gives

\[
d\mu=-\frac{N_1-N_2}{N_1+N_2}\frac{dD}{2},\qquad
dn_1=-dn_2=\frac{N_1N_2}{N_1+N_2}\,dD,
\]

and therefore

\[
\frac{dp}{dD}=\frac{2N_1N_2}{N_1+N_2}.
\]

At \(D=0\) both \(N_m\) equal \(2\rho\), where \(\rho\) is the density of states per orbital and spin. So \(\chi=2\rho\) and

\[
\frac D\Delta=\frac1{1-(U-5J)\rho}.
\]

**Q.** The denominator can go to zero. Is that the giant response a switch needs?

**A.** In these bands a magnetic instability comes before it. Let orbital \(m\) have spin polarization \(m_m=n_{m\uparrow}-n_{m\downarrow}\), so that \(n_{m\uparrow,\downarrow}=(n_m\pm m_m)/2\). The products needed are

\[
n_{m\uparrow}n_{m\downarrow}=\frac{n_m^2-m_m^2}{4},\qquad
n_{1\uparrow}n_{2\downarrow}+n_{1\downarrow}n_{2\uparrow}=\frac{n_1n_2-m_1m_2}{2},
\]

and the equal-spin sum is \((n_1n_2+m_1m_2)/2\). The terms in \(U'\) cancel, leaving

\[
E_{\rm spin}=-\frac U4(m_1^2+m_2^2)-\frac J2m_1m_2 .
\]

The spin splitting is \(S_m=V_{m\downarrow}-V_{m\uparrow}=-2\,\partial E_{\rm spin}/\partial m_m\), so \(S_1=Um_1+Jm_2\), and likewise for orbital 2. For \(m_1=m_2=M\) this is \(S=(U+J)M\). The bands respond with \(M=\rho S\): each spin level moves by \(S/2\), and the two population changes add. The nonmagnetic state is stable against uniform ferromagnetism only if

\[
(U+J)\rho<1 .
\]

Since \(U+J>U-5J\), this limit is reached before \((U-5J)\rho=1\). Inserting \(\rho<1/(U+J)\) for \(U>5J\) gives

\[
1<\frac D\Delta<\frac{1}{1-\frac{U-5J}{U+J}}=\frac{U+J}{6J}
\]

in the linear regime. For \(U<5J\) the same expression is a lower bound on \(D/\Delta\), which is then below 1.

**Q.** Put in numbers. Does the threshold matter at realistic energies?

**A.** I choose round parameters in the rough range of a strained rare-earth nickelate film in its metallic phase, with nominally one electron per site in an \(e_g\) doublet. Many nickelates also have an insulating phase, which this calculation does not describe. The bandwidth is \(W=3\) eV, \(U=1.8\) eV, \(\Delta=0.10\) eV, \(n=1\) per site and the temperature is 300 K, or \(k_BT=0.0259\) eV. The bands have the semielliptic density of states

\[
\rho_0(\varepsilon)=\frac{8}{\pi W^2}\sqrt{\frac{W^2}{4}-\varepsilon^2}.
\]

Finding \(\mu\) numerically for one electron in four spin-orbitals, and averaging over the thermal window, gives \(\rho=0.388\) per eV and \(\chi=0.776\) per eV. The zero-temperature \(\rho\) differs by less than 0.1%, so temperature matters little here.

Only \(J\) is varied. For \(J=0.25\) eV, \(U-5J=0.55\) eV, and the linear estimate is

\[
\frac D\Delta\simeq\frac1{1-0.55\times0.388}=1.27 .
\]

Numerical root finding on the full feedback equation gives \(p=0.0986\), and the balance reads

\[
D=0.100+0.275\times0.0986=0.127\ {\rm eV}=127\ {\rm meV}.
\]

For \(J=0.36\) eV, \(U-5J=0\) and \(D\) stays at 100 meV. For \(J=0.45\) eV, \(U-5J=-0.45\) eV and \(p=0.0660\), so

\[
D=0.100-0.225\times0.0660=0.085\ {\rm eV}=85\ {\rm meV}.
\]

A change of 0.2 eV in \(J\) turns a 27% enhancement into a 15% reduction.

**Q.** Are these solutions magnetically stable, by your own criterion?

**A.** Against uniform collinear spin polarization, yes. In the split state the two orbitals have different densities of states \(\rho_m\), and \(m_m=\rho_mS_m\). Stability requires the largest eigenvalue of

\[
\begin{pmatrix}U&J\\J&U\end{pmatrix}
\begin{pmatrix}\rho_1&0\\0&\rho_2\end{pmatrix}
\]

to be below 1. It is 0.80, 0.84 and 0.87 for the three values of \(J\) in rising order. The margin is modest, and spatially varying order is not covered.

For \(J=0.25\) eV the bound \((U+J)/(6J)\) is 1.37, so the gain of 1.27 already uses much of the available range. With \(\rho\) and \(J\) held fixed, the unsplit state becomes ferromagnetic at \(U=1/\rho-J=2.33\) eV. The orbital denominator would vanish only at \(U=1/\rho+5J=3.83\) eV.

**Q.** A memory needs two states at the same external conditions. Does the feedback equation provide them?

**A.** Not for these parameters. The formula for \(dp/dD\) never exceeds \(2\rho_{\max}\), where \(\rho_{\max}=4/(\pi W)=0.424\) per eV is the peak density of states. For \(J=0.25\) eV,

\[
\frac{d}{dD}\left[D-\frac{U-5J}{2}p(D)\right]\ge1-0.55\times0.424=0.77>0 ,
\]

so there is one solution. The other two values of \(J\) have no positive feedback and also give one.

At \(U=5\) eV and \(J=0.25\) eV, with the other settings unchanged, the equation does have two solutions with nearly complete polarization, \(p\simeq\pm1\):

\[
D\simeq0.100\pm1.875\ {\rm eV}=1.975\ {\rm eV}\ \text{or}\ -1.775\ {\rm eV}.
\]

Both are stable if only \(p\) may vary. But neither root survives on-site orbital mixing. For the negative root real mixing suffices. In these equal bands the charge cloud can then rotate towards orbital 1 at no cost in band or interaction energy, and the crystal field favours that rotation. The positive root is stable against real mixing but not against imaginary mixing. For imaginary \(c\) the pair-hopping term changes sign, so the mixing energy is \(-2(U-3J)|c|^2\) instead of \(-2(U-5J)c^2\). The feedback gain in this channel is \((U-3J)p/(2D)=4.25/3.95=1.08\), above 1. Nor is either root magnetically stable. One orbital is nearly empty and the other is half filled, with \(\rho_m\simeq0.424\) per eV at the centre of its band. The largest eigenvalue of the stability matrix is then about \(5\times0.424=2.1\), well above 1. The pair of roots is therefore no prediction of a nonmagnetic memory.

**Q.** Real \(e_g\) orbitals hop into each other. Does that spoil the result?

**A.** It changes \(\chi\) but not the feedback coefficient. Let orbital 1 be \(x^2-y^2\) and orbital 2 be \(3z^2-r^2\) on a cubic lattice with a tetragonal field along \(z\). Exchanging \(x\) and \(y\) reverses the sign of the first orbital and leaves the second unchanged, so their on-site mixing is zero even though they mix between sites.

I summed numerically over the Brillouin zone for nearest-neighbour \(\sigma\)-type hopping. Its amplitude is 0.5 eV between \(3z^2-r^2\) orbitals along \(z\), which gives a total width of 3 eV. The response is \(\chi=0.73\) per eV. For \(J=0.25\) and 0.45 eV the ratio \(D/\Delta\) is 1.25 and 0.86, against 1.27 and 0.85 before. Replacing the two semielliptic bands by this lattice, which changes the band shape as well as adding inter-orbital hopping, thus alters the uniform splitting only slightly. Whether the lattice state is stable against spin order that varies from site to site is not established here, and the margin is small. A coarse scan of ordering wave vectors gives a largest stability eigenvalue of about 0.94 for \(J=0.25\) eV and about 1.0 for \(J=0.45\) eV, near \(\mathbf q=(0.7\pi,0.7\pi,0)\) in units of the inverse lattice constant.

**Q.** Exchange keeps electrons of equal spin apart, but Hartree-Fock theory ignores any further avoidance, called correlation. Is that small too?

**A.** No, and here the objection is serious. For \(J=0.25\) eV and \(p=0\), the Hartree-Fock interaction energy is

\[
\frac{3U-5J}{8}=\frac{5.40-1.25}{8}=0.52\ {\rm eV\ per\ site}.
\]

The band energy, measured from the band centre, is \(-0.97\) eV per site. The interaction is about half as large, so it is not a small perturbation that would justify neglecting correlation.

A small model shows what it can do. Take two sites with the full Kanamori interaction and a hopping of 0.75 eV between like orbitals, equal to the root-mean-square energy of the semielliptic band. Keep one electron per site on average and use an electronic \(k_BT\) of 0.30 eV to smooth the discrete levels. This is a diagnostic and does not simulate a film. Its noninteracting response is 0.855 per eV. The table gives the interacting response \(p/\Delta\) for a very small \(\Delta\), divided by that value. The exact column comes from diagonalizing the Hamiltonian of this model.

| \(J\) (eV) | Hartree-Fock | Exact |
|---|---:|---:|
| 0.25 | 1.31 | 0.94 |
| 0.45 | 0.84 | 0.69 |

At \(J=0.25\) eV and this temperature, Hartree-Fock theory predicts enhancement and the exact response is slightly reduced. The size and even the sign of the exact change depend on the electronic temperature: the ratio for \(J=0.25\) eV is 0.31 at \(k_BT=0.10\) eV, 0.75 at 0.20 eV and 1.04, a weak enhancement, at 0.50 eV. They also depend on letting the electron number fluctuate about its average. With exactly two electrons the exact ratios at 0.30 eV are 0.71 and 0.42, and at 0.50 eV the ratio for \(J=0.25\) eV is still 0.91.

**Q.** Then what remains of the criterion \(U>5J\)?

**A.** It is the criterion of nonmagnetic Hartree-Fock theory with balanced bands. The Hartree-Fock potential is the first-order effect of the interaction, so the criterion also gives the sign of the first correction when the interaction is weak. At moderate interaction, higher orders can reverse that sign, as the two-site model shows. In that model \(U>5J\) is not sufficient for enhancement.

**Q.** How should someone designing a nickelate switch read the 127 meV?

**A.** As the output of a mean-field model, not as a property of a film. A bandwidth of a few eV, an effective \(U\) of one to two eV and a strain splitting of order 0.1 eV are rough typical scales for a description that keeps only the \(e_g\) bands. An exchange energy of several tenths of an eV is typical too, so \(J=0.25\) eV is on the low side. These ranges include \(U=5J\), so even the sign of the mean-field feedback depends on the parameters chosen.

The model also assumes \(p(0)=0\). Strain and the surfaces of a thin film make the hopping depend on direction, so the orbitals can fill unequally even at \(D=0\). Tensile strain, for example, can lower \(x^2-y^2\) but also weaken the in-plane hopping, which narrows that band and can reduce its filling. In the linear range \(p\simeq p(0)+\chi D\). With the value of \(\chi\) found for the semielliptic bands, \(p(0)=-\chi\Delta\simeq-0.08\) already removes the feedback, and a more negative value reverses its sign. A real film therefore needs its own \(p(D)\), computed with the strained hopping.

Another assumption in doubt is the neglect of correlation. In the two-site model at \(k_BT=0.30\) eV it lowers the response by 28% relative to Hartree-Fock theory for \(J=0.25\) eV, enough to remove the enhancement. That percentage changes strongly with the temperature and ensemble of the model and is no estimate for a film. Oxygen orbitals, lattice relaxation, disorder and order that varies from site to site are also left out, and I have no estimate of their size here. The criterion \(U>5J\) alone thus cannot justify a design that counts on interaction-enhanced splitting. Such a design needs a calculation beyond Hartree-Fock theory that shows the enhancement, and a check that the state is stable.
